Stable Bias in Negative Differential Resistance: Load and Capacitance Conditions

A threshold switch is a thin film that conducts poorly until the voltage across it reaches a threshold. Beyond that point its current rises while its voltage falls: the differential resistance is negative. To hold the device at a point on this falling branch, one feeds it from a supply through a series resistor. Some capacitance, from the film and its wiring, lies across the device. Which resistor keeps the point steady, and when does the device jump or oscillate instead?

**The circuit and the memoryless resistor**

Let V be the device voltage, I its current, R_L the series load, C the parallel capacitance and V_s a constant supply voltage. The load current (V_s − V)/R_L divides between device and capacitor, so

C dV/dt = (V_s − V)/R_L − I. (1)

At a steady point the left side vanishes, and

V_s = V + R_L I. (2)

This is the load line; operating points are its intersections with the static device curve. The static differential resistance is r = dV/dI, taken along that curve. "Stable" will mean that every sufficiently small disturbance decays. SI and engineering units are used, since atomic units are unnatural for a circuit.

Suppose first that the current follows the voltage instantly, I = f(V). Write V = V_0 + δV, where V_0 is the steady value, and expand f(V) ≈ f(V_0) + δV/r, because f′(V_0) = 1/r. The constant terms in (1) cancel by (2), leaving

C dδV/dt = −(1/R_L + 1/r) δV.

The solution is δV ∝ exp(λt), with

λ = −(1/R_L + 1/r)/C. (3)

For r < 0 we have 1/r = −1/|r|, and λ < 0 requires 1/R_L > 1/|r|, that is

R_L < |r| (memoryless, voltage-controlled device). (4)

The capacitance sets the rate but not the sign. The reading is simple: a rise in voltage lowers the device current, which leaves more current to charge the capacitor. The load must remove charge faster than this effect supplies it.

As a test case take f(V) = V³ − 3V² + 2.5V, with V in volts and f in mA. At 1 V the slope is 3 − 6 + 2.5 = −0.5 mA/V, so |r| = 2 kΩ. With C = 1 pF, integrating the nonlinear equation in time gives a rate of −0.5 ns⁻¹ for a 1 kΩ load and +0.25 ns⁻¹ for a 4 kΩ load, in agreement with (3).

**Why a threshold switch needs another variable**

The function f(V) assigns one current to each voltage. Such a device is called N-type, or voltage-controlled. A threshold switch is S-type: over a range of voltage its static curve has several currents at the same voltage. Equation (1) then does not determine the motion, because V alone does not say which current flows. Some internal state must select it.

In an electrothermal switch that state is the temperature. Assume one uniform temperature T, a constant heat capacity C_th, and a constant thermal resistance R_th to surroundings at T_0. The current is a function I(V,T), and

C_th dT/dt = V I − (T − T_0)/R_th. (5)

Define four quantities at the operating point:

g = ∂I/∂V at fixed T, G = I/V, τ = R_th C_th,
a = R_th V I_T, with I_T = ∂I/∂T at fixed V. (6)

The number a is the thermal feedback. A small temperature rise δT at fixed voltage adds the power V I_T δT, while the heat loss grows by δT/R_th; a is the ratio of the two. We take g > 0 and I_T > 0, as for a semiconducting film.

The static slope follows from (5) with dT/dt = 0, which gives T − T_0 = R_th V I. Along the static curve, therefore,

dT = R_th (I dV + V dI),
dI = g dV + I_T dT.

Substitute the first line into the second. By (6), R_th I_T V = a and R_th I_T I = aG, so

dI = g dV + aG dV + a dI,
(1 − a) dI = (g + aG) dV,

r = dV/dI = (1 − a)/(g + aG). (7)

The denominator is positive. The differential resistance is thus negative when a > 1, although g, the response at fixed temperature, remains positive. The threshold, where V stops rising with I, is at a = 1.

**Linearizing both equations**

Put V = V_0 + δV and let δT be the temperature disturbance. To first order the current changes by g δV + I_T δT, and the power by

δ(VI) = I δV + V(g δV + I_T δT).

Equations (1) and (5) become

C dδV/dt = −(1/R_L + g) δV − I_T δT,
C_th dδT/dt = (I + Vg) δV + (V I_T − 1/R_th) δT.

Divide by C and C_th respectively. Since V I_T = a/R_th, the last coefficient becomes (a − 1)/τ:

dδV/dt = −[(1/R_L + g)/C] δV − (I_T/C) δT,
dδT/dt = [(I + Vg)/C_th] δV + [(a − 1)/τ] δT. (8)

Solutions proportional to exp(λt) exist when

λ² − Sλ + D = 0, (9)

where S is the trace and D the determinant of the coefficient matrix in (8). The two roots have sum S and product D. If they are complex conjugates, D is positive and each has real part S/2. If they are real, both are negative when their product is positive and their sum negative. In either case stability is equivalent to D > 0 together with S < 0.

The determinant is

D = −(1/R_L + g)(a − 1)/(Cτ) + I_T (I + Vg)/(C C_th).

Multiply the numerator and denominator of the second term by R_th. Its numerator becomes R_th I_T I + R_th I_T V g = aG + ag, and its denominator Cτ. Hence

CτD = −(a − 1)/R_L − ag + g + aG + ag
= g + aG − (a − 1)/R_L. (10)

For a > 1, D > 0 means R_L > (a − 1)/(g + aG). By (7) the right side is |r|:

R_L > |r|. (11)

The trace is

S = (a − 1)/τ − (1/R_L + g)/C,

and S < 0 requires

C < C_max = τ (1/R_L + g)/(a − 1). (12)

Conditions (11) and (12) together are necessary and sufficient for linear stability in the negative-resistance region of this model. The load inequality is the reverse of (4).

**What the two conditions mean**

Suppose the film becomes slightly too hot. Its current rises, and at fixed voltage the extra heating would exceed the extra loss, because a > 1. The load opposes this: the larger current drops more voltage across R_L, leaving less for the device. Condition (11) says that this correction is large enough. Condition (12) says that it is quick enough, since the device voltage cannot fall until the capacitor has discharged.

There is also a graphical reading of (11). Differentiating (2) along the static curve gives dV_s/dI = r + R_L. The condition says that a higher supply voltage gives a higher steady current.

In the limit C → 0, (12) is satisfied and the load alone decides. One root of (9) tends to −(1/R_L + g)/C, the fast electrical relaxation. The other is D divided by that root:

λ = −[g + aG − (a − 1)/R_L]/[τ(1/R_L + g)].

As R_L → 0 this tends to (a − 1)/τ, which is thermal runaway at fixed voltage.

The opposite limit, τ → 0 at fixed C, explains the conflict with (4). The trace is then dominated by (a − 1)/τ, so one root is

λ_fast ≈ (a − 1)/τ > 0.

The other is D/λ_fast. Using (10) and (7),

λ_slow ≈ [g + aG − (a − 1)/R_L]/[C(a − 1)]
= (1/|r| − 1/R_L)/C = −(1/R_L + 1/r)/C. (13)

This is the memoryless result (3). Treating the S-type curve as an instantaneous resistor keeps the slow root and discards the fast growing one. With R_L < |r| the slow root is negative, but the point is still unstable: it is a saddle, with one decaying and one growing motion. With R_L > |r| both roots are positive in this limit. No load then stabilizes the point, because the film runs away before the capacitor can respond.

For given C, condition (12) can be solved for the load:

1/R_L > C(a − 1)/τ − g. (14)

If C < τg/(a − 1), the right side is negative and every load above |r| works, including a current source (R_L → ∞). For larger C there is also an upper limit on R_L. The two limits meet when 1/R_L = 1/|r|, so no load works once

C ≥ τ(1/|r| + g)/(a − 1). (15)

When R_L > |r| and C reaches C_max, S = 0 and (9) gives λ = ±i√D. The disturbance then oscillates at angular frequency √D, and beyond C_max it grows.

**A nanoscale switch**

Consider a film in the regime of niobium dioxide, 30 nm thick and 40 nm in diameter. The parameters are rough round values, not a fit to a device. Conduction follows the Poole–Frenkel law, in which the field lowers the barrier for thermal release of carriers:

I = V G_0 exp[−(E_a − Δ)/(kT)],
Δ = √[e³V/(π ε_0 ε_r d)], (16)

where d is the thickness. We take E_a = 0.30 eV, ε_r = 20 and G_0 = 20.94 mS. Because Δ ∝ √V, dΔ/dV = Δ/(2V). Differentiating ln I gives

g = G[1 + Δ/(2kT)], I_T = I(E_a − Δ)/(kT²). (17)

With V I R_th = T − T_0, the feedback is

a = (T − T_0)(E_a − Δ)/(kT²). (18)

Let R_th = 3 K/µW and C_th = 0.1131 fJ/K, so τ = 0.3393 ns. With surroundings at 300 K, the threshold lies at 351.1 K, 0.885 V and 19.3 µA. We choose an operating temperature of 400 K. The power is 100 K/(3 K/µW) = 33.3 µW, and solving (16) with this power gives V = 0.841 V and I = 39.6 µA. Then G = 47.1 µS and Δ = 0.090 eV. Equations (17) and (18) give g = 108.6 µS and a = 1.524. Hence

|r| = 0.524/(108.6 + 1.524 × 47.1) µS⁻¹ ≈ 2.91 kΩ.

A 10 kΩ load satisfies (11). It needs a supply of 0.841 V + 0.396 V = 1.237 V, and its capacitance limit is

C_max = 0.3393 ns × (100 + 108.6) µS/0.524 ≈ 135 fF.

Both limits were tested against eigenvalues of the numerically differentiated nonlinear equations. Their largest real part changes sign at 2.906 kΩ (with C = 1 fF) and at 135 fF (with the 10 kΩ load). The frequency at C_max is 0.266 GHz. A current source tolerates 70 fF, and by (15) no load works above 293 fF.

The nonlinear equations show what the inequalities mean in practice. With 10 kΩ and 50 fF, a device started 2 K too hot returns to 400 K. With 1.5 kΩ and 50 fF, the supply is reset to 0.900 V so that the same 400 K point remains steady, but it is now a saddle. A start 2 K too cold ends at 338.8 K; a start 2 K too hot ends at 690.5 K. These are the two outer of three load-line intersections.

With 10 kΩ and 1 pF the device oscillates, with a period of 17.2 ns and a voltage swing of 0.83 V. The computed peak temperature is about 2600 K, far above the rough 1100 K at which niobium dioxide becomes metallic. Equation (16) has failed by then, so the period, swing and peak are properties of the equations and not predictions for the material. The loss of stability at 400 K does not depend on that hot part of the cycle. The stored energy shows the scale: CV²/2 at threshold is about 390 fJ, enough to heat this film by some 3500 K if no heat escaped.

**Comparison with a real device**

Self-heating and field-assisted, thermally activated conduction are an accepted description of threshold switching in niobium dioxide well below its metallic transition. The prefactor G_0 was chosen to place the current in the tens of microamperes; it is not a measured value. The film's own capacitance is 0.0074 fF, so wiring dominates C. A contact pad with capacitance of order 1 pF, if connected directly across the device, would exceed (15) for these parameters; steady bias would call for a load placed between the pad and the device, with little wiring between load and device. Real electrodes also store heat. Any part of them that closely follows the film temperature adds to C_th; at unchanged static properties this raises τ, and C_max in proportion, while leaving |r| unchanged. Parts that lag behind the film need a temperature variable of their own, which this model lacks.

The assumption most clearly broken is uniform temperature. For uniform heating between two equally cool faces, the temperature profile is a parabola whose peak exceeds its mean by Pd/(24κA), where P is the power, A the area and κ the thermal conductivity. With κ = 1 W/(m K) this is 33 K, against a mean rise of 100 K. The exponent in (16) is 6.1, so at equal field the local conductivity at the hottest plane is about 1.6 times that at the mean temperature. For a real film of this size, |r| and C_max may therefore differ from the values above by tens of per cent from this cause alone.

The current could also gather into a filament. At fixed voltage, a sideways temperature variation is amplified at about (a − 1)/τ = 1.5 ns⁻¹, while lateral heat flow smooths the slowest such variation at about 2.8 ns⁻¹. The second rate is (κ/c)(1.84/R)² for a disc of radius R with an insulated side wall, where c = 3 J/(cm³ K) is C_th divided by the film volume. This estimate favours uniform current at the 400 K point, by less than a factor of two. Along the static curve (a − 1)/τ rises and passes the smoothing rate near 480 K; at the 690.5 K end state found with the 1.5 kΩ load it exceeds 3 ns⁻¹, so uniform current is not assured there. The smoothing rate falls as the inverse square of the radius, so with a and τ held fixed a wider film would be more vulnerable.

Some other neglected effects can be estimated and are small. The mean field is 0.28 MV/cm, and direct field tunnelling has an exponent of about 40 for a triangular barrier and the free-electron mass, against 6.1 for thermal release; a lighter effective mass would lower the first number, and thermally assisted tunnelling is not covered by this estimate. The equilibrium temperature fluctuation at 400 K, √(kT²/C_th) with k in J/K, is about 0.14 K; in the biased device it becomes larger near a stability limit. A wiring inductance L of 1 nH gives a time gL of 0.11 ps, far below τ.

The surroundings matter more. At 358 K, with the 10 kΩ load and 1.237 V supply unchanged, the only steady point lies at 472.6 K, where a = 1.317 and r = −1.06 kΩ. Condition (11) still holds there. With the new value g = 180 µS, (12) gives C_max ≈ 300 fF, so the point is stable with the 50 fF used above. It is, however, 73 K hotter than the intended one, and its |r| is much smaller.

Values computed for the example and the checks

```
N-type test: |r|: 2 kOhm
N-type rate, load 1 kOhm, 1 pF: -0.5 1/ns
N-type rate, load 4 kOhm, 1 pF: 0.25 1/ns
Film thickness: 30 nm
Device diameter: 40 nm
Activation energy Ea: 0.3 eV
Relative permittivity: 20 (no unit)
Conductivity prefactor: 5000 S/cm
Prefactor conductance G0: 20.94 mS
Heat capacity per volume: 3 J/(cm3 K)
Film thermal conductivity: 1 W/(m K)
Thermal resistance Rth: 3 K/uW
Heat capacity Cth: 0.1131 fJ/K
Thermal time tau: 0.3393 ns
Ambient temperature: 300 K
Threshold temperature: 351.1 K
Threshold voltage: 0.8847 V
Threshold current: 19.26 uA
Operating temperature: 400 K
Operating voltage V: 0.841 V
Operating current I: 39.64 uA
Dissipated power: 33.33 uW
Barrier lowering: 0.08985 eV
Chord conductance G: 47.13 uS
Isothermal conductance g: 108.6 uS
Thermal feedback a: 1.524 (no unit)
Differential resistance r: -2.906 kOhm
Load edge from eigenvalues: 2.906 kOhm
Chosen high load: 10 kOhm
Supply for high load: 1.237 V
C_max at high load: 135 fF
C edge from eigenvalues: 135 fF
Frequency at C_max: 0.266 GHz
C limit with current source: 70.27 fF
C above which no load works: 293 fF
Small capacitance: 50 fF
Final T, high load, small C: 400 K
Chosen low load: 1.5 kOhm
Supply for low load: 0.9004 V
Low load, cold final T: 338.8 K
Low load, hot final T: 690.5 K
Large capacitance: 1000 fF
Oscillation voltage swing: 0.834 V
Oscillation period: 17.2 ns
Oscillation peak T: 2.64e+03 K
Rough metallic transition T: 1.1e+03 K
Film's own capacitance: 0.0074 fF
Peak minus mean T in film: 33 K
Filament growth without diffusion: 1.5 1/ns
Lateral heat smoothing rate: 2.8 1/ns
Mean field: 0.28 MV/cm
Field-tunnelling exponent: 40 (no unit)
Thermal emission exponent: 6.1 (no unit)
Thermal rms fluctuation: 0.14 K
Time g*L for 1 nH wiring: 0.11 ps
358 K ambient: device T: 472.6 K
358 K ambient: feedback a: 1.317 (no unit)
358 K ambient: slope r: -1.06 kOhm
```
